# Tutorial sheet: truncated CI and CC against full CI for water

## Problem

Take H$_2$O in the 6-31G basis (double-zeta in the valence shell), with a closed-shell canonical RHF determinant $|0\rangle$ and the O 1s orbital frozen, which leaves 8 electrons in 12 orbitals. The state is the lowest $^1A_1$. One geometry has $R=0.96$ Å and an angle of $105^\circ$, a rounded structure near the measured one and not the 6-31G minimum. The other has $2R=1.92$ Å at the same angle. The rank of a determinant is the number of electrons it has in spin orbitals that are empty in $|0\rangle$. CI($n$) and CC($n$) keep ranks up to $n$, so $n=2,3,4$ means SD, SDT, SDTQ. The error is $\Delta E=E-E_{\rm FCI}$, with FCI in the same basis and frozen core.

(a) Write CI($n$) and CC($n$) as one projected equation and state where they differ.

(b) Derive an exact expression for $\Delta E$ valid for both.

(c) For $H(z)=F+zV$, with $F$ the Fock operator and $V=H-F$, find the lowest power of $z$ at which $\Delta E$ can appear.

(d) Tabulate $\Delta E$ at both geometries and compare how fast the two hierarchies converge.

## Hints

1. An excitation operator only raises the rank. Ask what this implies for $e^{T}$ between the projector on ranks $\le n$ and its complement.
2. Apply the FCI bra to $(H-E)|c\rangle$ and evaluate it in two ways.
3. Count separately how early in $z$ a CI coefficient of rank $k$ and a cluster amplitude of rank $k$ can appear. For the amplitude, count operators in a nested commutator.
4. Three ranks do not define an asymptotic rate. Use the ratios $|\Delta E(n)/\Delta E(n+1)|$ and watch the signs.

## Solution

### Conventions

For each determinant $|\mu\rangle$ let $\tau_\mu=\pm a^\dagger_a a^\dagger_b\cdots a_j a_i$, with $i,j$ occupied and $a,b$ empty in $|0\rangle$, and the sign fixed by $\tau_\mu|0\rangle=|\mu\rangle$. The operators $a^\dagger_a$ and $a_i$ all anticommute with one another, because no orbital is both occupied and empty in $|0\rangle$. Each $\tau_\mu$ holds an even number of them, so all $\tau_\mu$ commute. A product $\tau_\mu\tau_\nu$ is zero if the factors share a hole or a particle, and otherwise it is $\pm\tau_\kappa$ with the ranks added. $P$ projects on ranks $0,\dots,n$, and $Q=1-P$. Vectors are real and normalized by $\langle0|c\rangle=1$, and $C_k|0\rangle$ is the rank-$k$ part of $|c\rangle$. $H$ moves at most two electrons, so it changes the rank by at most 2.

### (a) One equation

CI($n$) makes $\langle c|H|c\rangle/\langle c|c\rangle$ stationary with $Q|c\rangle=0$, which gives $P(H-E)|c\rangle=0$. The spaces are nested, so the lowest roots obey $E_{\rm CISD}\ge E_{\rm CISDT}\ge E_{\rm CISDTQ}\ge E_{\rm FCI}$.

CC($n$) takes $T=T_1+\dots+T_n=\sum_\mu t_\mu\tau_\mu$ and $\bar H=e^{-T}He^{T}$. It requires $\langle\mu|\bar H|0\rangle=0$ for ranks $1,\dots,n$ and sets $E=\langle0|\bar H|0\rangle$; together these read $P(\bar H-E)|0\rangle=0$. Since $e^{T}e^{-T}=1$,
$$(H-E)e^{T}|0\rangle=e^{T}(\bar H-E)|0\rangle .$$
Apply $P$ and insert $1=P+Q$ after $e^T$. The term $Pe^{T}Q$ vanishes because $e^T$ never lowers a rank, so
$$P(H-E)e^{T}|0\rangle=(Pe^{T}P)\,P(\bar H-E)|0\rangle .$$
The matrix $Pe^TP$ has the inverse $Pe^{-T}P$ on the $P$ space, since $Pe^{-T}Pe^{T}P=Pe^{-T}(1-Q)e^TP=P$ by $Pe^{-T}Q=0$. One side therefore vanishes exactly when the other does. Both methods solve
$$P(H-E)|c\rangle=0, \tag{1}$$
with $Q|c\rangle=0$ for CI and $|c\rangle=e^T|0\rangle$ for CC.

Only ranks up to $n+2$ of $|c\rangle$ enter (1). Collecting $e^T=\sum_m T^m/m!$ by rank gives
$$C_1=T_1,\quad C_2=T_2+\tfrac12T_1^2,\quad C_3=T_3+T_1T_2+\tfrac16T_1^3,$$
$$C_4=T_4+T_1T_3+\tfrac12T_2^2+\tfrac12T_1^2T_2+\tfrac1{24}T_1^4 .$$
For $k\le n$ these relations can be solved rank by rank for $T_k$, so $C_1,\dots,C_n$ are free unknowns in both methods. The methods differ only in $C_{n+1}$ and $C_{n+2}$, which are zero in CI and products of amplitudes in CC. Because CC energies come from a projection and not from a Rayleigh quotient, they have no lower bound at $E_{\rm FCI}$.

For computation the products follow from a recursion. In $T^m/m!$ the $m!$ orderings of commuting factors cancel the denominator, so $c_K$ is a signed sum over unordered partitions of the holes and particles of $K$ into clusters. Exactly one cluster $I$ contains a chosen hole of $K$, and the sum over partitions of the remainder is $c_{K\setminus I}$. Hence $c_K=t_K+\sum_I s\,t_I\,c_{K\setminus I}$, where $I\ne K$ contains the chosen hole and $\tau_I|K\setminus I\rangle=s|K\rangle$.

### (b) Exact error

Let $H|\Psi\rangle=E_{\rm FCI}|\Psi\rangle$. Acting to the left, $\langle\Psi|(H-E)|c\rangle=(E_{\rm FCI}-E)\langle\Psi|c\rangle$. Inserting $P+Q$ after the bra and using (1), the same quantity is $\langle\Psi|Q(H-E)|c\rangle$. For $\langle\Psi|c\rangle\neq0$,
$$\Delta E=-\frac{\langle\Psi|Q(H-E)|c\rangle}{\langle\Psi|c\rangle}. \tag{2}$$
For CI, $Q|c\rangle=0$ removes the $E$ term, and the residual $QH|c\rangle$ has ranks $n+1$ and $n+2$. For CC, $Q(H-E)e^T|0\rangle=Qe^T(P+Q)(\bar H-E)|0\rangle$. The $P$ part is zero by the amplitude equations and $Q|0\rangle=0$, so the residual is $Qe^T\sum_{k>n}|M_k\rangle$, where the moment $|M_k\rangle$ is the rank-$k$ part of $\bar H|0\rangle$.

### (c) Orders in $z$

$F=\sum_p\varepsilon_pa_p^\dagger a_p$ is diagonal, $F|\mu\rangle=F_\mu|\mu\rangle$. Assume $\Delta_\mu=F_\mu-F_0>0$ for all $\mu\ne0$, so that expansions about $z=0$ exist.

**CI coefficients.** Put $c=\sum_mz^mc^{(m)}$ and $E=\sum_mz^mE^{(m)}$, with $c^{(0)}=|0\rangle$ and $E^{(0)}=F_0$. The $z^m$ term of (1) projected on $\mu$ is $F_\mu c^{(m)}_\mu+(Vc^{(m-1)})_\mu=\sum_{j=0}^mE^{(j)}c^{(m-j)}_\mu$. For $\mu=0$ the normalization gives $c_0^{(m)}=0$ when $m\ge1$, leaving $E^{(m)}=\langle0|V|c^{(m-1)}\rangle$. For $\mu\neq0$, moving the $j=0$ term to the left gives
$$\Delta_\mu c^{(m)}_\mu=-(Vc^{(m-1)})_\mu+\sum_{j=1}^{m}E^{(j)}c^{(m-j)}_\mu. \tag{3}$$
$V$ raises the rank by at most 2 and the sum raises it not at all, so by induction $c^{(m)}$ has ranks $\le2m$. The rank-$k$ part, of FCI or of truncated CI, is therefore $O(z^{\lceil k/2\rceil})$. With $\langle0|\Psi\rangle=1$ the denominator of (2) is $1+O(z^2)$ and does not affect the leading order.

**CI error.** $QF|c\rangle=0$ because $F$ is diagonal, so the residual is $zQV|c\rangle$. Its rank-$k$ part, $k=n+1$ or $n+2$, comes from ranks $\ge k-2$ of $c$ and has order at least $1+\lceil(k-2)/2\rceil=\lceil k/2\rceil$. It multiplies $\Psi_k$, of order $\lceil k/2\rceil$. The smaller $k$ gives
$$\Delta E_{{\rm CI}(n)}=O(z^{2\lceil(n+1)/2\rceil}):\quad z^4,\ z^4,\ z^6 .$$

**Cluster amplitudes.** Expand $\bar H=H+[H,T]+\frac12[[H,T],T]+\dots$ For the Fock part, $[F,\tau_\mu]=\Delta_\mu\tau_\mu$, since each $a_a^\dagger$ contributes $+\varepsilon_a$ and each $a_i$ contributes $-\varepsilon_i$. The result is an excitation operator and commutes with $T$, so the series stops and $e^{-T}Fe^T|0\rangle=F_0|0\rangle+\sum_\mu\Delta_\mu t_\mu|\mu\rangle$. For Hartree–Fock orbitals, normal ordering the electron repulsion with respect to $|0\rangle$ produces a one-body term equal to the mean field contained in $F$, which cancels it; $V$ is then a constant plus a normal-ordered string $V_N$ of four operators. The amplitude equations become
$$\Delta_\mu t_\mu=-z\,\langle\mu|e^{-T}V_Ne^{T}|0\rangle .$$
Consider a term with $r$ nested commutators and clusters of ranks $k_1,\dots,k_r$. In Wick's theorem the uncontracted parts of $A\tau$ and $\tau A$ are equal for even strings and cancel in $[A,\tau]$. Operators of different clusters anticommute and cannot contract. Each cluster therefore has at least one contraction with $V_N$, and the number of contractions obeys $s\ge r$. Each contraction removes two operators, and all survivors must be of the type $a_a^\dagger$ or $a_i$, since any other would annihilate $|0\rangle$. The result has $4+2\sum k_i-2s$ operators, so its rank is
$$k=2+\sum_ik_i-s\le2+\sum_i(k_i-1).$$
Suppose every contribution of order $m_i<m$ to a rank-$k_i$ amplitude has $m_i\ge k_i-1$. A term of order $m=1+\sum m_i$ then has $m\ge1+\sum(k_i-1)\ge k-1$. The case $r=0$ ($m=1$, $k=2$) starts the induction. So $T_k=O(z^{k-1})$, while $C_k$ may start at $\lceil k/2\rceil$. The bounds coincide for $k=2,3$ and part at $k=4$. $T_1$ has no first-order term because $\langle\mu|V_N|0\rangle=0$ for singles, so at order $z^2$ only one term of $C_4$ survives, $C_4^{(2)}=\frac12(T_2^{(1)})^2$.

**CC error.** The Fock part of $\bar H|0\rangle$ has ranks $\le n$, so $M_k$ with $k>n$ consists of the terms just counted and is $O(z^{k-1})$. A term of (2) pairs $M_k$, raised by $l\ge0$ ranks through $e^T$, with $\Psi_{k+l}$. Its order is at least $(k-1)+\lceil(k+l)/2\rceil$, smallest at $k=n+1$, $l=0$. For even $n$, $n+\lceil(n+1)/2\rceil=3n/2+1$; for odd $n$ it is $(3n+1)/2=(3n-1)/2+1$. Both equal $\lfloor3n/2\rfloor+1$:
$$\Delta E_{{\rm CC}(n)}=O(z^{\lfloor3n/2\rfloor+1}):\quad z^4,\ z^5,\ z^7 .$$
These are the earliest possible orders. That the coefficients are nonzero is not proved here; Variation 2 finds them nonzero in a model.

**The fourth-order coefficients.** For ranks 3 and 4, $c^{(1)}_\mu=0$ and (3) gives $\Psi^{(2)}_\mu=-(Vc^{(1)})_\mu/\Delta_\mu$, where $c^{(1)}$ holds the first-order doubles, common to all methods. A rank-$k$ residual $z^2(Vc^{(1)})_\mu=-z^2\Delta_\mu\Psi_\mu^{(2)}$ contributes to (2) the amount $z^4S_k$, with
$$S_k=\sum_{\text{rank }k}\Delta_\mu\big(\Psi^{(2)}_\mu\big)^2\ge0 .$$
CISD has this residual at ranks 3 and 4, and CISDT at rank 4 only. In CCSD, $M_3$ at order $z^2$ is $(Vc^{(1)})_\mu$, while $M_4$ starts at $z^3$. The $z^4$ coefficients of $\Delta E$ are
$$\text{CISD: }S_3+S_4,\qquad\text{CISDT: }S_4,\qquad\text{CCSD: }S_3,\qquad\text{CCSDT: }0. \tag{4}$$
At this order, adding triples lowers CI and CC by the same $S_3$, but CI keeps $S_4$, the term from $\frac12T_2^2$.

### (d) The table

All six energies come from one determinant solver for (1), and FCI from PySCF; the program and its output follow this text. The $A_1$ determinant counts for ranks 0 to 4 are 1, 24, 384, 2792 and 10550, so the $P$ spaces hold 409, 3201 and 13751 of 61441 determinants. At each geometry the program asserts that its CISD and CCSD energies match PySCF within $10^{-6}$ Eh, that its Hamiltonian rows reproduce the FCI eigenvalue equation, that the FCI state is a singlet, and that each truncated vector overlaps it by more than 0.9.

At $R$, $E_{\rm RHF}=-75.984120$ and $E_{\rm FCI}=-76.120284$ Eh, so $E_{\rm corr}=-136.163$ mEh. At $2R$ they are $-75.586562$ and $-75.878801$ Eh, so $E_{\rm corr}=-292.239$ mEh. A sample entry is CISD at $R$: $-76.113504-(-76.120284)=6.780$ mEh. Differences and ratios below were formed before rounding and may differ from the rounded entries in the last digit.

| Method | $\Delta E(R)$ / mEh | $\Delta E(2R)$ / mEh | difference / mEh | / kJ mol$^{-1}$ |
|---|---|---|---|---|
| CISD | 6.780 | 53.661 | 46.881 | 123.1 |
| CISDT | 5.796 | 44.490 | 38.694 | 101.6 |
| CISDTQ | 0.172 | 3.609 | 3.437 | 9.0 |
| CCSD | 1.518 | 9.847 | 8.328 | 21.9 |
| CCSDT | 0.443 | −1.510 | −1.953 | −5.1 |
| CCSDTQ | 0.011 | 0.120 | 0.108 | 0.3 |

The difference $\Delta E(2R)-\Delta E(R)$ is the error in the energy needed to stretch both bonds, converted with 1 Eh $=2625.50$ kJ/mol, for example $0.046881\times2625.50=123.1$. As fractions of $E_{\rm corr}$, CISD recovers 95.0 % at $R$ and 81.6 % at $2R$, CCSD 98.9 % and 96.6 %, and CCSDT 99.7 % and 100.5 %. These errors measure the rank truncation alone and say nothing about the distance to experiment. They also belong to this basis, which has no polarization functions: in cc-pVDZ the CISD error minus the CCSD error changes from 5.26 to 8.06 mEh at $R$ and from 43.8 to 45.9 mEh at $2R$, and the triples term $S_3$ at $R$ grows from 1.00 to 2.98 mEh. The entries and the factors below should not be carried over to another basis.

| Factor $\lvert\Delta E(n)/\Delta E(n+1)\rvert$ | $2\to3$ | $3\to4$ | mean per rank |
|---|---|---|---|
| CI, $R$ | 1.17 | 34 | 6.3 |
| CC, $R$ | 3.42 | 39 | 11.5 |
| CI, $2R$ | 1.21 | 12.3 | 3.9 |
| CC, $2R$ | 6.52 | 12.6 | 9.1 |

The mean is $\sqrt{|\Delta E(2)/\Delta E(4)|}$, the geometric mean of the two steps, for example $\sqrt{1.21\times12.33}=3.86$. The program asserts, at both geometries, that CI errors are positive and decreasing, that $|\Delta E|$ decreases along CC, that $|\Delta E_{\rm CC}|<\Delta E_{\rm CI}$ at each rank, and that the CI step $2\to3$ is the smaller CI step.

**At $R$.** The reference has FCI weight 0.955. The order gains of part (c) are 0 then 2 for CI and 1 then 2 for CC, and the factors follow that pattern: 1.17 then 34, and 3.42 then 39. Triples lower CI by $6.780-5.796=0.984$ mEh and CC by $1.518-0.443=1.075$ mEh, close to each other. Relation (4) makes the two lowerings equal at order $z^4$, and here $S_3$, which is minus the fourth-order Møller–Plesset triples energy, is 0.997 mEh, close to both. In general $S_3$ need not equal the lowering at $z=1$: in Variation 2, $S_3=3.50$ mEh while the lowerings are $28.81-27.95=0.86$ mEh for CI and $-0.18-(-1.31)=1.13$ mEh for CC. The pattern is not a single power law: if one order were worth 3.42, two would be worth $3.42^2=11.7$ and not 39. Solving the relations of part (a) for the amplitudes of the FCI vector gives the norms $\|C_4\|=0.0325$ and $\|T_4\|=0.0031$ (the program asserts $\|T_4\|<\frac12\|C_4\|$ here). The quadruples are thus mostly products, which CCSD contains and CISDT sets to zero. For triples $\|C_3\|=0.0151$ and $\|T_3\|=0.0162$ are alike, as their equal orders allow; $T_3$ being the larger means that the product terms partly cancel it.

**At $2R$.** The reference weight falls to 0.622, doubles carry 0.318 and quadruples 0.0355, and $\|T_2\|=0.72$. Every error grows in size, by $53.661/6.780=7.9$ for CISD and $3.609/0.172=21$ for CISDTQ. The cluster structure survives: $\|T_4\|=0.0274$ against $\|C_4\|=0.2390$, and $\|T_6\|=0.0007$ against $\|C_6\|=0.0237$. CCSDT lies 1.510 mEh below FCI, which part (a) permits; the sign itself is not derived here. The CC factor $2\to3$ is larger at $2R$ than at $R$, but this should not be read as faster convergence. The CCSDT error is positive at $R$ and negative at $2R$, so if the solution is continuous in the bond length it vanishes in between, where the ratio diverges. The mean per rank does not involve $n=3$, and it falls for both methods on stretching.

**Comparison.** At $R$ the step $3\to4$ reduces CI and CC errors by similar factors (34 and 39), so the advantage of CC there lies in its smaller error at $n=2$ and in the step $2\to3$. At $2R$ the $3\to4$ factors are also close (12.3 and 12.6), but the CC value has the CCSDT error in its numerator and goes to zero where that error changes sign, so this agreement depends on the chosen bond length. At $2R$ the advantage shows in the smaller error at $n=2$ and in the mean per rank (9.1 against 3.9). These also depend on the bond length, since the CCSD and CCSDTQ errors can change sign as well: in the six-orbital space of Variation 2 the CCSD error is $+1.69$ mEh at 1.5 Å and $-0.18$ mEh at 1.92 Å, and the CCSDTQ error changes sign between 2.2 and 2.4 Å. Across ranks, CISDTQ is more accurate than CCSDT at $R$ (0.172 against 0.443 mEh) and less accurate at $2R$ (3.609 against 1.510 mEh in magnitude). With 8 electrons both hierarchies are exact at $n=8$, so these factors describe a finite sequence.

## Variation 1: two molecules that do not interact

*Take the 4-electron, 4-orbital O–H bond space of stretched water (the two in-plane valence orbitals above 2a$_1$ and the lowest empty orbital of each of their symmetries) as fragment $A$, and an identical copy $B$ with $H=H_A+H_B$. Find $E(AB)-2E(A)$ for CC($n$) and CI($n$).*

Try $T=T_A+T_B$ with the fragment solutions. Even strings on different orbitals commute, so $\bar H=\bar H_A+\bar H_B$ and $\bar H|0_A0_B\rangle=(\bar H_A|0_A\rangle)|0_B\rangle+|0_A\rangle(\bar H_B|0_B\rangle)$. Projection on $\langle\mu_A0_B|$ gives $\langle\mu_A|\bar H_A|0_A\rangle=0$ from the first term and zero from the second, through $\langle\mu_A|0_A\rangle=0$. Projection on $\langle\mu_A\nu_B|$ kills the first term through $\langle\nu_B|0_B\rangle=0$ and the second through $\langle\mu_A|0_A\rangle=0$. Determinants with electrons moved between fragments do not appear. Projection on the reference gives $E=2E(A)$. For $n=4$ the fragment has $Q=0$, so (2) makes CCSDTQ exact for $A$ and hence for $AB$.

For CI, work in the sector of the reference (each fragment a four-electron, totally symmetric singlet). A determinant of total rank $\le n$ has rank $\le n$ on each fragment, so the CI($n$) space of $AB$ lies inside the product of the fragment CI($n$) spaces, where the lowest eigenvalue is $2E(A)$. Hence $E(AB)-2E(A)\ge0$, with equality only if the product state, which reaches rank $2n$, has no part above rank $n$.

The computed gaps are 58.17, 57.78 and 20.98 mEh for CI. For CC they are zero, asserted to $10^{-7}$ Eh, as is the equality of CCSDTQ($AB$) with twice the fragment FCI energy. The CISD error of one copy is 24.75 mEh, so that of the pair is $2\times24.75+58.17=107.67$ mEh, while CCSD goes from $-1.42$ mEh to twice that. CISDTQ is exact for one copy and 20.98 mEh too high for two. The CC error per copy does not depend on the number of copies. The CI error per copy rises from one copy to two, for CISD from 24.75 to $107.67/2=53.83$ mEh; it is bounded by the size of the fragment correlation energy, because a CI energy never lies above the reference energy. The CI errors and reduction factors in (d) therefore describe one molecule and should not be used for several.

## Variation 2: do the orders predict the errors at $z=1$?

*Restrict stretched water to 6 electrons in 6 orbitals (the three highest occupied ones and the lowest empty one of each symmetry). Find the leading term of $\Delta E(z)$ and compare it with the error at $z=1$.*

Recursion (3) holds for every method, with ranks above $n$ set to zero for CI and built order by order from amplitude products for CC. Subtracting the FCI coefficients gives:

| Method | first order | coefficient / mEh | $\Delta E(z=1)$ / mEh |
|---|---|---|---|
| CISD | 4 | 19.58 | 28.81 |
| CISDT | 4 | 16.08 | 27.95 |
| CISDTQ | 6 | 0.79 | 0.71 |
| CCSD | 4 | 3.50 | −0.18 |
| CCSDT | 5 | 3.16 | −1.31 |
| CCSDTQ | 7 | 0.34 | 0.07 |

The program asserts that the first differing order equals the formula of part (c) in all six cases. It tests the series against the MP2 sum and against the solver at $z=0.05$. With $H$ and $\tau_\mu$ built as explicit matrices it also tests the CI eigenvalues, the equations $P(\bar H-E)|0\rangle=0$ and formula (2). Relation (4) can be read from the table: $19.58-16.08=3.50$, the CCSD coefficient.

At $z=1$ the leading term has the right sign and rough size for CI. For CCSD and CCSDT it has the wrong sign, so it does not predict the error at $z=1$, where CCSD is closer to FCI than CCSDT. The fragment of Variation 1 shows the same inversion, $-1.42$ against $-2.02$ mEh. The FCI coefficients $E^{(2)},\dots,E^{(7)}$ are $-147.0$, $-16.1$, $-24.3$, $-6.2$, $-8.0$ and $-1.0$ mEh, which fall slowly and not monotonically. The orders of part (c) are statements about $z\to0$; they do not order the CC errors at $z=1$, and the decrease of $|\Delta E_{\rm CC}|$ with rank seen in (d) is an observation about that system and not a theorem.

## Calculated quantities

```
R = 0.96 A, 2R = 1.92 A, angle = 105 deg, 1 Eh = 2625.50 kJ/mol
A1 determinants, rank 0..8: 1 24 384 2792 10550 19936 18680 7840 1234 total 61441
R: E(RHF) = -75.984120 Eh, E(FCI) = -76.120284 Eh, Ecorr = -136.163 mEh
R: FCI weight rank 0..8: 9.55e-01 5.75e-04 4.32e-02 2.18e-04 1.01e-03 9.54e-06 1.21e-05 1.06e-07 3.42e-08
R: |C_k| k=1..6: 0.0245 0.2128 0.0151 0.0325 0.0032 0.0036
R: |T_k| k=1..6: 0.0245 0.2128 0.0162 0.0031 0.0005 0.0001
R: CISD     E = -76.113504 Eh, error    6.780 mEh, 95.021 % of Ecorr
R: CISDT    E = -76.114487 Eh, error    5.796 mEh, 95.743 % of Ecorr
R: CISDTQ   E = -76.120112 Eh, error    0.172 mEh, 99.874 % of Ecorr
R: CI reduction 2->3 1.17, 3->4 33.77, mean per rank 6.28
R: CCSD     E = -76.118766 Eh, error    1.518 mEh, 98.885 % of Ecorr
R: CCSDT    E = -76.119840 Eh, error    0.443 mEh, 99.674 % of Ecorr
R: CCSDTQ   E = -76.120272 Eh, error    0.011 mEh, 99.992 % of Ecorr
R: CC reduction 2->3 3.42, 3->4 38.62, mean per rank 11.50
2R: E(RHF) = -75.586562 Eh, E(FCI) = -75.878801 Eh, Ecorr = -292.239 mEh
2R: FCI weight rank 0..8: 6.22e-01 1.73e-02 3.18e-01 6.28e-03 3.55e-02 5.34e-04 3.49e-04 4.57e-06 7.35e-07
2R: |C_k| k=1..6: 0.1669 0.7155 0.1005 0.2390 0.0293 0.0237
2R: |T_k| k=1..6: 0.1669 0.7202 0.0651 0.0274 0.0031 0.0007
2R: CISD     E = -75.825140 Eh, error   53.661 mEh, 81.638 % of Ecorr
2R: CISDT    E = -75.834311 Eh, error   44.490 mEh, 84.776 % of Ecorr
2R: CISDTQ   E = -75.875192 Eh, error    3.609 mEh, 98.765 % of Ecorr
2R: CI reduction 2->3 1.21, 3->4 12.33, mean per rank 3.86
2R: CCSD     E = -75.868955 Eh, error    9.847 mEh, 96.631 % of Ecorr
2R: CCSDT    E = -75.880311 Eh, error   -1.510 mEh, 100.517 % of Ecorr
2R: CCSDTQ   E = -75.878682 Eh, error    0.120 mEh, 99.959 % of Ecorr
2R: CC reduction 2->3 6.52, 3->4 12.64, mean per rank 9.08
CI error(2R)-error(R), n=2,3,4: 46.881 38.694 3.437 mEh = 123.09 101.59 9.02 kJ/mol
CC error(2R)-error(R), n=2,3,4: 8.328 -1.953 0.108 mEh = 21.87 -5.13 0.28 kJ/mol
(6e,6o) FCI series E(2..7): -147.0402 -16.1488 -24.3402 -6.1848 -8.0068 -0.9623 mEh
(6e,6o) CISD     error 28.80802 mEh, moment formula 28.80802 mEh, first order 4, coeff 1.958e-02 Eh
(6e,6o) CISDT    error 27.94744 mEh, moment formula 27.94744 mEh, first order 4, coeff 1.608e-02 Eh
(6e,6o) CISDTQ   error 0.71060 mEh, moment formula 0.71060 mEh, first order 6, coeff 7.912e-04 Eh
(6e,6o) CCSD     error -0.17633 mEh, moment formula -0.17633 mEh, first order 4, coeff 3.495e-03 Eh
(6e,6o) CCSDT    error -1.30898 mEh, moment formula -1.30898 mEh, first order 5, coeff 3.161e-03 Eh
(6e,6o) CCSDTQ   error 0.06607 mEh, moment formula 0.06607 mEh, first order 7, coeff 3.407e-04 Eh
(4e,4o) CI error of one copy, n=2,3,4: 24.7471 24.2151 0.0000 mEh
(4e,4o) CI E(AB)-2E(A), n=2,3,4: 58.1717 57.7789 20.9796 mEh
(4e,4o) CC error of one copy, n=2,3,4: -1.4240 -2.0222 -0.0000 mEh
(4e,4o) CC E(AB)-2E(A), n=2,3,4: -0.0000 0.0000 0.0000 mEh
```
